# The gap term in the Arrhenius slope of a +1 defect

## Problem

A point defect in a semiconductor can give up one electron and then carries charge $+1$. The crystal is held at fixed pressure, and the defects are dilute and in thermal equilibrium. Energies are measured from the valence edge at the temperature considered. Over the range of a measurement the gap shrinks linearly,

$$E_g(T)=G-\alpha T ,$$

where $G$ is the value at which this line, continued downward in temperature, meets $T=0$. With the released electron placed at the valence edge, the defect costs the formation free energy

$$A(T)=A_0+vT ,$$

with constant $A_0$ and $v$. This includes the exchange of atoms with their reservoir and the change in lattice vibrations, but not the entropy of choosing a site. There are $N$ sites per volume, and a charged defect has $g$ internal states. Both $N$ and $g$ are constant.

1. Find the concentration $c$ of charged defects for a given Fermi energy $E_F$.
2. Find $E_F$ in intrinsic material, and state when it lies at midgap.
3. Find the Arrhenius slope $-d\ln c/d(1/kT)$ and the prefactor. Which gap enters the slope?
4. A real gap flattens on cooling. Repeat part 3 for $E_g=E_0-aT^2/(T+b)$, where $E_0$ is the true gap at 0 K.
5. The neutral defect is also present, and the $(+/0)$ transition level lies at $\varepsilon$. Find the slope of the total concentration.
6. Evaluate the results between 1000 and 1400 K for $E_0=1.2$ eV, $a=5\times10^{-4}$ eV/K, $b=600$ K, $A_0=3.0$ eV, $v=0$, $g=1$, $N=5\times10^{22}\ \mathrm{cm^{-3}}$ and $\varepsilon=0.7$ eV. These are rough, round values in the regime of a native defect in silicon. Estimate the effects left out.

The algebra uses atomic units, so $\hbar=1$ and masses are in electron masses. Boltzmann's constant $k$ is kept so that $T$ stays in kelvin.

## Solution

### 1. Concentration at a given Fermi energy

The electron released by the defect goes to the electron reservoir, whose energy per added electron is $E_F$. Compared with placing it at the valence edge, this costs an additional $E_F$:

$$E_f=A(T)+E_F .$$

The sign is positive because the electron is added to the reservoir. A higher Fermi level makes a positive defect more expensive.

Let $x=e^{-E_f/kT}$. A site is either empty, with weight 1, or holds a charged defect in one of $g$ states, with total weight $gx$. For independent sites,

$$c=N\,\frac{gx}{1+gx}.$$

When $gx\ll1$ the denominator can be replaced by 1, with a relative error of about $gx$:

$$c=Ng\,e^{-[A(T)+E_F]/kT}. \tag{1}$$

### 2. The intrinsic Fermi level

In intrinsic material electrons and holes balance, $n=p$. This requires the charge of dopants, and of the defects themselves, to be negligible beside $n$. If both band edges are several $kT$ from $E_F$, Boltzmann statistics give

$$n=2\left(\frac{m_e kT}{2\pi}\right)^{3/2}e^{-(E_g-E_F)/kT},\qquad
p=2\left(\frac{m_h kT}{2\pi}\right)^{3/2}e^{-E_F/kT},$$

where $m_e$ and $m_h$ are density-of-states masses. Setting $n=p$, cancelling the common factors and taking logarithms gives

$$\tfrac32\ln m_e-\frac{E_g-E_F}{kT}=\tfrac32\ln m_h-\frac{E_F}{kT}.$$

Collecting $E_F$ on the left,

$$\frac{2E_F}{kT}=\frac{E_g}{kT}+\tfrac32\ln\frac{m_h}{m_e},
\qquad
E_F=\frac{E_g}{2}+\tfrac34kT\ln\frac{m_h}{m_e}. \tag{2}$$

Equal masses put the Fermi level at midgap. With unequal but constant masses the extra term is proportional to $T$. Divided by $kT$ in (1), it becomes a constant, which multiplies $c$ by $(m_e/m_h)^{3/4}$ and leaves the slope unchanged.

### 3. Slope and prefactor

Take $E_F=E_g(T)/2$. The formation free energy is then

$$E_f=A_0+vT+\frac{G-\alpha T}{2}
=A_0+\frac G2-\left(\frac\alpha2-v\right)T .$$

Dividing by $-kT$ turns the term linear in $T$ into a constant:

$$\ln c=\ln(Ng)+\frac{\alpha/2-v}{k}-\frac{A_0+G/2}{kT}. \tag{3}$$

Hence

$$\boxed{-\frac{d\ln c}{d(1/kT)}=A_0+\frac G2},\qquad
\text{prefactor}=Ng\,e^{(\alpha/2-v)/k}.$$

The slope contains half the linearly extrapolated gap. The shrinkage that has taken place by temperature $T$ does not appear in it, because that shrinkage acts as an entropy. To see this for a general $E_f(T)$, let $\beta=1/kT$. Then $dT/d\beta=-kT^2$, and

$$-\frac{d\ln c}{d\beta}=\frac{d(\beta E_f)}{d\beta}
=E_f+\beta\frac{dE_f}{dT}(-kT^2)
=E_f-T\frac{dE_f}{dT}. \tag{4}$$

This is an enthalpy: the free energy $E_f$ plus $T$ times the entropy $-dE_f/dT=\alpha/2-v$. Geometrically, it is the intercept at $T=0$ of the tangent to $E_f(T)$. Using $E_g(T)/2$ in place of $G/2$ confuses free energy with enthalpy and makes the slope too small by $\alpha T/2$.

The slope does not depend on $v$, but the prefactor does. Three cases show what $v$ means, with $A_0$, $G$ and $\alpha$ held fixed:

- For $v=0$, the cost with the electron at the valence edge is constant. The midgap cost falls on heating, and the prefactor contains $e^{\alpha/2k}$.
- For $v=\alpha/2$, the midgap cost is constant, and the factor is 1.
- For $v=\alpha$, the cost with the electron at the conduction edge, $A+E_g=A_0+G$, is constant. The midgap cost rises on heating, and the factor is $e^{-\alpha/2k}$.

The result also depends on where the Fermi level is held. If it were pinned at the valence edge, (1) would give the slope $A_0$, with no gap term.

### 4. A gap that flattens on cooling

For the curved gap,

$$\frac{dE_g}{dT}=-a\,\frac{2T(T+b)-T^2}{(T+b)^2}
=-a\,\frac{T(T+2b)}{(T+b)^2}.$$

By (4), the slope contains half the tangent intercept $G(T)=E_g-T\,dE_g/dT$:

$$G(T)=E_0-\frac{aT^2}{T+b}+\frac{aT^2(T+2b)}{(T+b)^2}
=E_0+aT^2\,\frac{-(T+b)+(T+2b)}{(T+b)^2},$$

$$G(T)=E_0+\frac{abT^2}{(T+b)^2}. \tag{5}$$

With constant $A_0$ and $v$, the local slope is $A_0+G(T)/2$. For $T\ll b$ the intercept tends to the true gap $E_0$, and for $T\gg b$ it tends to $E_0+ab$. At any positive temperature it exceeds $E_0$, because the tangent ignores the flattening below the measured range. "The gap extrapolated to zero temperature" must therefore be read as the intercept of the line fitted where the defects are measured, and not as the gap found by cooling the crystal.

### 5. The neutral charge state

At $E_F=\varepsilon$ the two charge states have equal formation free energies. The neutral one does not depend on $E_F$, so its value is $A+\varepsilon$ at every Fermi energy. For equal degeneracies,

$$\frac{c_0}{c_+}=e^{-[(A+\varepsilon)-(A+E_F)]/kT}=e^{-(\varepsilon-E_F)/kT}. \tag{6}$$

Let $H_i=-d\ln c_i/d\beta$ be the slope of charge state $i$, so that $dc_i/d\beta=-H_ic_i$. For the total,

$$-\frac{d\ln(c_++c_0)}{d\beta}
=\frac{H_+c_++H_0c_0}{c_++c_0}. \tag{7}$$

The slope is the mean of the two enthalpies, weighted by population. Here $H_+=A_0+G/2$. If $\varepsilon$ is constant, $H_0=A_0+\varepsilon$, with no gap term. If the level instead stays a fixed distance $\delta$ below the conduction edge, then $\varepsilon=G-\alpha T-\delta$, and the same intercept rule gives $H_0=A_0+G-\delta$. A gap term of one half is thus a property of the $+1$ state in intrinsic material, not of every defect population.

### 6. Numbers

**Linear gap.** Take the tangent at 1200 K, where $kT=0.10341$ eV. Since $ab=0.30$ eV,

$$G=1.2+0.30\left(\frac{1200}{1800}\right)^2=1.3333\ \text{eV},$$

$$\alpha=5\times10^{-4}\,\frac{1200\times2400}{1800^2}
=4.444\times10^{-4}\ \text{eV/K}.$$

The gap at 1200 K is $1.3333-0.5333=0.8000$ eV. The formation free energy is $3.0+0.4=3.4$ eV, and

$$c=5\times10^{22}\,e^{-3.4/0.10341}=2.63\times10^{8}\ \mathrm{cm^{-3}}.$$

The slope is $3.0+1.3333/2=3.667$ eV (0.1347 hartree), which exceeds the free energy by $\alpha T/2=0.267$ eV. The concentrations at the ends of the range, $2.186\times10^5$ and $4.164\times10^{10}\ \mathrm{cm^{-3}}$, give the same slope:

$$\frac{k\,\ln(4.164\times10^{10}/2.186\times10^{5})}{1/1000-1/1400}
=\frac{12.157}{3.3156}\ \text{eV}=3.667\ \text{eV}.$$

Here $\alpha/2k=2.579$. The prefactor divided by $N$ is therefore 13.2 for $v=0$, 1 for $v=\alpha/2$ and 0.076 for $v=\alpha$. The slope does not reveal how the shrinkage is shared, although the first and last concentrations differ by a factor of about 170.

**Curved gap.** Over nine equally spaced temperatures from 1000 to 1400 K, the tangent line misses the curved gap by at most 1.4 meV. At 0 K it misses by 133 meV. A straight-line Arrhenius fit to concentrations computed with the curved gap at those temperatures gives 3.666 eV. The candidates are:

| Gap used | $A_0$ + half the gap (eV) |
|---|---:|
| at 1200 K | 3.400 |
| true gap at 0 K | 3.600 |
| extrapolated, $G$ | 3.667 |

The fit selects the extrapolated gap. The local slope rises from 3.659 eV at 1000 K to 3.674 eV at 1400 K, as (5) requires, so the plot is very slightly curved. To recover $A_0$ from a measured slope, one subtracts $G/2$. Subtracting half the true 0 K gap would leave $A_0$ too large by 0.067 eV, and subtracting half the gap at 1200 K would leave it too large by 0.267 eV.

**Neutral state.** At 1200 K, $\varepsilon-E_F=0.7-0.4=0.3$ eV. Equation (6) gives $c_0/c_+=e^{-0.3/0.10341}=0.055$, a neutral share of 5.2%. The total slope changes by $0.052\times(3.700-3.667)$ eV, or 1.7 meV. The change is small partly because the two enthalpies happen to be close in this example.

**Masses and carrier statistics.** With constant masses $m_e=1.1$ and $m_h=0.8$, chosen as an example, equation (2) puts the Fermi level 24.7 meV below midgap at 1200 K. Solving $n=p$ with Fermi–Dirac statistics gives 24.9 meV. The slope changes by 1.2 meV. This is a degeneracy effect, since (2) predicts no change for constant masses. The Boltzmann formula overestimates the electron density by 0.6% at this Fermi level. These numbers should not be read as silicon's own shift at 1200 K. Its valence bands are not parabolic, so the hole density-of-states mass grows on heating, which a growth of the electron mass partly offsets; the shift can then be smaller or even have the opposite sign, and the changing mass ratio makes its own small contribution to the slope.

**Vibrations.** A vibration of frequency $\omega$ has free energy $kT\ln[2\sinh(\omega/2kT)]$. By (4), it contributes its mean energy to the slope:

$$\frac\omega2\coth\frac{\omega}{2kT}\simeq kT+\frac{\omega^2}{12kT}.$$

If the defect softens three modes from 60 to 40 meV, the $kT$ terms cancel. The remainder is

$$\frac{3(0.040^2-0.060^2)}{12\times0.10341}\ \text{eV}\approx-4.8\ \text{meV}.$$

The assumption that $A(T)$ is linear is therefore good for this choice of modes. Their main effect is on the prefactor, by $(60/40)^3=3.4$ in the classical limit.

**Charge balance.** With the same example masses, the intrinsic density at 1200 K is $n_i=3.78\times10^{18}\ \mathrm{cm^{-3}}$. The defect concentration found above for a midgap Fermi level is about $7\times10^{-11}$ of this, or $9\times10^{-11}$ with the mass factor $(m_e/m_h)^{3/4}=1.27$ included, so the defects' own charge can be ignored. Ionized donors of density $N_D$ require $n-p=N_D$. If they raise the Fermi level by $u\,kT$, then $n=n_ie^{u}$ and $p=n_ie^{-u}$, so

$$u=\operatorname{arsinh}\frac{N_D}{2n_i}.$$

This adds $-u$ to $\ln c$ and hence $du/d\beta$ to the slope. Since $n_i\propto T^{3/2}e^{-E_g/2kT}$, one has $-d\ln n_i/d\beta=G/2+\tfrac32kT$, and

$$\frac{du}{d\beta}=\frac{N_D/2n_i}{\sqrt{1+(N_D/2n_i)^2}}\left(\frac G2+\tfrac32kT\right). \tag{8}$$

For $N_D=10^{17}\ \mathrm{cm^{-3}}$ the Fermi level rises by 1.4 meV and the slope by 11 meV.

**Comparison with real silicon.** The gap, the site density and a formation energy of a few eV are in the right region for native defects in silicon, and the range lies below the melting point near 1700 K. The choice $v=0$ is a simplification, not a silicon value. The concentrations are only illustrative: raising $A_0$ by 0.5 eV would lower $c$ at 1200 K by $e^{0.5/0.10341}\approx126$. The assumption of intrinsic behaviour can fail in devices, because the donor density in heavily doped regions can exceed $n_i$ even at process temperatures. For $N_D=10^{19}\ \mathrm{cm^{-3}}$ at 1200 K, $N_D/2n_i=1.32$, and (8) adds about $0.80\times0.82=0.66$ eV, raising the local slope of the charged defect from 3.67 to about 4.3 eV, if the density of ionized donors does not change with temperature. For $N_D\gg n_i$, while Boltzmann statistics still hold, this slope tends to $A_0+G+\tfrac32kT$. The half gap has then become a whole one, because $n=N_D$ gives $E_F=E_g-kT\ln(N_c/N_D)$ with $N_c=2(m_ekT/2\pi)^{3/2}$: the full gap enters, and $N_c\propto T^{3/2}$ supplies the last term. The total concentration does not reach this limit, because donors raise the neutral share in (7). With $\varepsilon=0.7$ eV at 1200 K, that share is about 12% at $10^{19}\ \mathrm{cm^{-3}}$, where the total slope is 4.25 eV. At $10^{20}\ \mathrm{cm^{-3}}$ the Fermi level has passed $\varepsilon$, the neutral state is the majority, and the total slope is back near 4.05 eV. The formula also presumes that defects can form and disappear fast enough to stay in equilibrium; a population frozen in during cooling does not follow it.

The numerical output below lists the main computed values; the other numbers follow from the formulas above.

## Computed values

```
INPUTS (rough silicon regime)
true gap at 0 K: 1.20 eV
gap curve a: 5.0e-04 eV/K; b: 600 K
A0 at valence edge: 3.00 eV
site density: 5.0e+22 cm^-3
range: 1000 to 1400 K; melting: 1700 K
LINEAR GAP, tangent at the middle temperature, v = 0
middle temperature: 1200 K; kT: 0.10341 eV
Boltzmann constant: 8.617333e-05 eV/K
alpha: 4.4444e-04 eV/K
extrapolated gap G: 1.3333 eV
gap at 1200 K: 0.8000 eV
formation free energy at 1200 K: 3.4000 eV
slope, finite difference: 3.6667 eV
slope, A0 + G/2: 3.6667 eV
slope in atomic units: 0.13475 hartree
alpha*T/2 at 1200 K: 0.2667 eV
concentration at 1000 K: 2.186e+05 cm^-3
concentration at 1200 K: 2.628e+08 cm^-3
concentration at 1400 K: 4.164e+10 cm^-3
alpha/(2k): 2.5788 (no unit)
prefactor/N for v = 0: 13.1811 (no unit)
prefactor/N for v = alpha/2: 1.0000 (no unit)
prefactor/N for v = alpha: 0.0759 (no unit)
CURVED GAP
local slope at 1000 K: 3.6586 eV
local slope at 1200 K: 3.6667 eV
local slope at 1400 K: 3.6735 eV
fitted slope over range: 3.6657 eV
A0 + half true 0 K gap: 3.6000 eV
largest gap misfit of line: 1.39 meV
NEGLECTED EFFECTS at 1200 K
masses, electron and hole: 1.1, 0.8 m_e
Fermi shift from masses: -24.88 meV
slope change from masses: 1.17 meV
intrinsic density: 3.783e+18 cm^-3
Boltzmann density error: 0.58 %
defect charge / intrinsic: 6.9e-11 (no unit)
residual donors: 1.0e+17 cm^-3
Fermi shift from donors: 1.38 meV
slope change, donors: 10.81 meV
(+/0) level above valence edge: 0.70 eV
neutral enthalpy: 3.70 eV
neutral share: 5.21 %
slope change, total: 1.74 meV
modes: 3, 60 to 40 meV
slope change, vibrations: -4.80 meV
vibrational prefactor: 3.455 (no unit)
classical vibrational limit: 3.375 (no unit)
```
